# Bound level of a single-site defect on a tight-binding chain

## What dimensions and symmetry fix

Take an infinite chain with one orbital $|n\rangle$ per site, spacing $a$, site energy $e_0$ and nearest-neighbour hopping $-t$, where $t$ is real and positive. The energy of site 0 is changed by a real amount $U\neq 0$. There is one electron, without interactions or lattice relaxation:

$$H=e_0\sum_n|n\rangle\langle n|-t\sum_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big)+U|0\rangle\langle 0| .$$

Adding a constant to $e_0$ moves every level equally, so the energy to look for is $x=E-e_0$, measured from $e_0$. It can depend on $t$ and $U$ alone. Both are energies, so $x=t\,f(U/t)$ with a dimensionless function $f$.

A symmetry restricts $f$. Changing the sign of the orbital on every odd site reverses the sign of each hopping term and leaves the site terms alone. The spectrum is therefore the same for $t$ and $-t$. Next, reverse the sign of the whole operator $H-e_0$. This turns $(t,U)$ into $(-t,-U)$ and every $x$ into $-x$. The two operations together show that the spectrum for $-U$ is the mirror image, about $e_0$, of the spectrum for $U$. If there is one bound level, it obeys

$$x(-U)=-x(U).$$

Two limits add information. Without hopping, the defect site has $x=U$. Without a defect, the band is $-2t\le x\le 2t$, and a weakly bound level should start from one of its edges. An odd function with $|x|\to|U|$ for large $|U|$ and $|x|\to 2t$ for small $|U|$ is

$$\boxed{E=e_0+\operatorname{sgn}(U)\sqrt{4t^2+U^2}} \tag{1}$$

Other functions share these properties, so (1) needs a derivation, as does the claim that there is one level and no more. The sign belongs to the statement: an attractive site ($U<0$) has its level below the band, a repulsive site ($U>0$) above it. The energy is counted from the band centre, not from a band edge.

## Where a bound state can lie

Write $\psi(n)$ for the amplitude on site $n$. Away from the defect, the Schrödinger equation is

$$-t\,[\psi(n+1)+\psi(n-1)]=x\,\psi(n),\qquad n\neq0. \tag{2}$$

A trial solution $\psi(n)=\lambda^n$ gives, after division by $\lambda^n$,

$$-t\left(\lambda+\frac1\lambda\right)=x
\quad\Longrightarrow\quad t\lambda^2+x\lambda+t=0. \tag{3}$$

The product of the two roots is $t/t=1$. There are three cases.

- For $|x|<2t$ the roots are $e^{\pm ika}$ with $x=-2t\cos ka$, which is the host band. On the right half-chain $\psi(n)=Ae^{ikna}+Be^{-ikna}$. Averaged over a long stretch, the cross terms of $|\psi|^2$ cancel and $|A|^2+|B|^2$ remains. The norm diverges unless $A=B=0$.
- For $|x|=2t$ the roots coincide at $\lambda=\pm1$, and $\psi(n)=(A+Bn)\lambda^n$. This does not decay either.
- For $|x|>2t$ the roots are real and different. Their product is 1, so one has modulus below 1 and the other above.

The same argument holds on the left half-chain. In the first two cases a normalizable $\psi$ vanishes everywhere, so a bound state needs $|x|>2t$. From here on, $\lambda$ denotes the root with $|\lambda|<1$. In the solution of (3) the two terms of the numerator must partly cancel, which fixes the sign of the square root:

$$\lambda=\frac{-x+\operatorname{sgn}(x)\sqrt{x^2-4t^2}}{2t}. \tag{4}$$

## The host Green function

The Green function $G(n)$ of the unperturbed chain is the response at site $n$ to a unit source at site 0:

$$x\,G(n)+t\,[G(n+1)+G(n-1)]=\delta_{n0}. \tag{5}$$

With $q=ka$, its Fourier form is

$$G(n)=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{e^{iqn}}{x+2t\cos q}\,dq .$$

Inserting this into the left side of (5) multiplies the integrand by $x+2t\cos q$. The denominator cancels, and the integral of $e^{iqn}/2\pi$ is $\delta_{n0}$.

For $|x|>2t$ the denominator never vanishes. The integrand is smooth and periodic, so its Fourier coefficients $G(n)$ tend to zero at large $|n|$. For $n\neq0$, (5) is the same recurrence as (2), and the decaying solution on each side is $G(n)=G(0)\lambda^{|n|}$. At $n=0$, (5) becomes

$$G(0)\,(x+2t\lambda)=1 .$$

Equation (4) gives $x+2t\lambda=\operatorname{sgn}(x)\sqrt{x^2-4t^2}$, and hence

$$G(0)=\frac{\operatorname{sgn}(x)}{\sqrt{x^2-4t^2}},\qquad G(n)=G(0)\,\lambda^{|n|}. \tag{6}$$

This closed form was tested against numerical integration on both sides of the band.

## The level condition

With the defect, the Schrödinger equation for all $n$ reads

$$x\,\psi(n)+t\,[\psi(n+1)+\psi(n-1)]=U\psi(0)\,\delta_{n0}.$$

It is (5) with a source of strength $U\psi(0)$, so one solution is

$$\psi(n)=G(n)\,U\,\psi(0). \tag{7}$$

There is no other normalizable one. The difference of two solutions would obey the recurrence without a source on the whole chain and have the form $A\lambda^n+B\lambda^{-n}$. Each term grows without limit in one direction, so $A=B=0$.

If $\psi(0)=0$, (7) makes the whole state vanish. Otherwise, set $n=0$ and divide by $\psi(0)$:

$$1=U\,G(0)=\frac{U\operatorname{sgn}(x)}{\sqrt{x^2-4t^2}}. \tag{8}$$

The left side is positive, so $\operatorname{sgn}(x)=\operatorname{sgn}(U)$. This excludes the opposite root. What remains is $\sqrt{x^2-4t^2}=|U|$, or $x^2=4t^2+U^2$, which with the sign gives (1). Conversely, at this energy $\psi(n)\propto\lambda^{|n|}$ satisfies the equation on every site. There is one bound level for each nonzero $U$.

No minimum strength is required, because $|G(0)|$ falls steadily from infinity at the band edge to zero far away and so takes the value $1/|U|$ once. The divergence matters. In a host where $|G(0)|$ stayed below some finite $g$ everywhere outside the band, (8) would have no solution for $|U|<1/g$.

Diagonalization of 801-site open chains, for six values of $U$ and three of $t$ including a negative one, tested both the count of one level and its energy.

## Shape of the bound state

Let $R=\sqrt{4t^2+U^2}$. At the level, $x=\operatorname{sgn}(U)R$ and $\sqrt{x^2-4t^2}=|U|$, so (4) becomes

$$\lambda=-\operatorname{sgn}(U)\,\frac{R-|U|}{2t}. \tag{9}$$

For $t>0$ an attractive site gives amplitudes of one sign, like the state at the band bottom. A repulsive site gives alternating signs, like the state at the band top.

Define the decay constant $\kappa$ by $|\lambda|=e^{-\kappa a}$. Since $(R-|U|)(R+|U|)=R^2-U^2=4t^2$, the inverse is $1/|\lambda|=(R+|U|)/2t$. The difference and the sum of the two are

$$\frac1{|\lambda|}-|\lambda|=\frac{|U|}{t}=2\sinh\kappa a,\qquad
\frac1{|\lambda|}+|\lambda|=\frac{R}{t}=2\cosh\kappa a. \tag{10}$$

Normalization requires the geometric sum

$$\sum_n\lambda^{2|n|}=1+\frac{2\lambda^2}{1-\lambda^2}=\frac{1+\lambda^2}{1-\lambda^2}.$$

The weight on the defect site is its inverse. Dividing numerator and denominator by $|\lambda|$ and using (10),

$$w\equiv|\psi(0)|^2=\frac{1-\lambda^2}{1+\lambda^2}=\frac{|U|}{R}. \tag{11}$$

The energy must agree with this weight. For a normalized eigenstate, differentiating $E=\langle\psi|H|\psi\rangle$ with respect to $U$ gives $\langle\psi|\partial H/\partial U|\psi\rangle$ plus terms from the change of $\psi$. Those terms add up to $E\,d\langle\psi|\psi\rangle/dU=0$. Since $\partial H/\partial U=|0\rangle\langle0|$,

$$\frac{dE}{dU}=|\psi(0)|^2. \tag{12}$$

From (1), $dE/dU=\operatorname{sgn}(U)\,U/R=|U|/R$, in agreement with (11) for both signs of $U$.

The energy also splits into two parts. The site term contributes $Uw=\operatorname{sgn}(U)\,U^2/R$. The hopping term contributes the rest,

$$x-Uw=\operatorname{sgn}(U)\,\frac{R^2-U^2}{R}=\operatorname{sgn}(U)\,\frac{4t^2}{R}. \tag{13}$$

For $U<0$, an electron at the band bottom has hopping energy $-2t$. Localization raises this to $-4t^2/R$, and the attractive site more than pays for the loss.

## Weak and strong defects

The depth of the level is its distance from the nearest band edge,

$$B=R-2t=2t\left[\sqrt{1+\frac{U^2}{4t^2}}-1\right].$$

**Weak defect, $|U|\ll t$.** With $\sqrt{1+u}=1+u/2-u^2/8+\dots$ and $u=U^2/4t^2$,

$$B=\frac{U^2}{4t}\left(1-\frac{U^2}{16t^2}+\dots\right). \tag{14}$$

The depth is quadratic in $U$, although the site term is linear. By (11) the weight on the defect site is itself about $|U|/2t$. By (10), $\kappa a\approx|U|/2t$, so the state spreads over a length $1/\kappa\approx 2ta/|U|$, much larger than $a$.

A state this wide should not resolve the lattice. Take $U<0$. Near the band bottom, $-2t\cos ka\approx-2t+ta^2k^2$. Equating $ta^2k^2$ with $\hbar^2k^2/2m^*$ gives

$$m^*=\frac{\hbar^2}{2ta^2}.$$

A smooth envelope $\phi(z)$ normalized in length has $|\psi(n)|^2=a|\phi(na)|^2$. The site term $U|\psi(0)|^2=Ua|\phi(0)|^2$ is that of a potential $Ua\,\delta(z)$. The continuum equation is

$$-\frac{\hbar^2}{2m^*}\phi''+Ua\,\delta(z)\,\phi=-B\phi .$$

Away from the origin $\phi\propto e^{-\kappa|z|}$ with $B=\hbar^2\kappa^2/2m^*$. Integration across the origin gives a jump in slope, $-2\kappa\phi(0)=(2m^*Ua/\hbar^2)\phi(0)$, so $\kappa=m^*|U|a/\hbar^2$ and

$$B=\frac{m^*(Ua)^2}{2\hbar^2}=\frac{U^2}{4t}, \tag{15}$$

the leading term of (14).

**Strong defect, $|U|\gg t$.** Now $R=|U|\sqrt{1+4t^2/U^2}\approx|U|+2t^2/|U|$. The level is close to the bare site energy $e_0+U$, pushed further from the band by $t^2/|U|$ for each of the two neighbours. This is the second-order shift for two states separated by $|U|$ and coupled by $t$. The weight $w\approx1-2t^2/U^2$ is nearly all on one site.

## A level below a conduction-like band

Take round model parameters, not those of a material: $e_0=3$ eV, $t=1$ eV, $U=-1.5$ eV and $a=0.30$ nm. The band runs from $3-2=1$ eV to $3+2=5$ eV. The root is

$$R=\sqrt{4(1)^2+(1.5)^2}\ \text{eV}=\sqrt{6.25}\ \text{eV}=2.5\ \text{eV},$$

so the level is at $3-2.5=0.5$ eV, or $8.01\times10^{-20}$ J. Its depth is $B=1-0.5=0.5$ eV, the same number only because of the chosen $e_0$. Diagonalization gives 0.500 eV for the level. With $U=+1.5$ eV it gives 5.500 eV, the mirror image about 3 eV.

From (9), $\lambda=(2.5-1.5)/2=0.5$: the amplitude halves at each step. Then $\kappa a=\ln2=0.693$, and the amplitude decay length is $0.30/0.693=0.43$ nm. The weight on the defect site is $1.5/2.5=0.60$. Each neighbour has $0.60\times0.25=0.15$, and each second neighbour 0.0375. Three sites hold 90 % of the electron. The slope $dE/dU$ found by finite differences is also 0.60, as (12) requires.

The site term contributes $-1.5\times0.60=-0.9$ eV and the hopping term $-4/2.5=-1.6$ eV. Relative to the band bottom, where hopping gives $-2$ eV, localization costs 0.4 eV and the defect returns 0.9 eV. The difference is the depth of 0.5 eV.

The continuum formula (15) would give $2.25/4=0.56$ eV here, 12.5 % above the lattice depth, because the state is hardly wider than the spacing. For $U=-0.2$ eV it works much better: 0.01000 eV against 0.009975 eV from diagonalization. The relative difference of 0.25 % is the correction $-U^2/16t^2=-0.0025$ in (14). The effective mass is 0.42 electron masses.

## Defects repeated in a supercell

A calculation with periodic boundary conditions repeats the defect in every cell. The model shows what this does to a short-range bound level. Put one defect in every cell of $N$ sites, take $U<0$ so that $\lambda>0$, and let the state gain a phase $\theta$ from one cell to the next: $\psi(mN)=e^{im\theta}\psi(0)$. Every defect is now a source in (7). At site 0,

$$1=U\sum_{m=-\infty}^{\infty}G(mN)e^{im\theta}
=U\,G(0)\Big[1+2\sum_{m\ge1}\Lambda^m\cos m\theta\Big],\qquad \Lambda=\lambda^N. \tag{16}$$

For $\theta=0$ or $\pi$, $\cos m\theta=s^m$ with $s=+1$ or $-1$, and the geometric series gives

$$1=U\,G(0)\,\frac{1+s\Lambda}{1-s\Lambda}. \tag{17}$$

Here $\lambda$ belongs to the shifted energy, not to the isolated level. Both (16) and (17) assume that this energy still lies below the band. At $\theta=\pi$, (17) reads $1=|U|\tanh(N\kappa a/2)/(2t\sinh\kappa a)$. Its right side falls from $N|U|/4t$ as $\kappa$ grows, so there is a root only for $N>4t/|U|$. For $U=-0.2$ eV and $t=1$ eV, a cell of 20 sites or fewer has no level below the band at this phase. Diagonalized rings tested this condition.

For small $\Lambda$, (16) with (6) reads $\sqrt{x^2-4t^2}\approx|U|(1+2\Lambda\cos\theta)$. Squaring to first order gives $x^2\approx R^2+4U^2\Lambda\cos\theta$. Since $x^2-R^2\approx2R\,(|x|-R)$, the depth changes by

$$\Delta B\approx D\cos\theta,\qquad D=\frac{2U^2\lambda^N}{R}, \tag{18}$$

now with $\lambda$ at the isolated level. The single level has become a band of width about $2D$. The level is too deep at $\theta=0$, too shallow at $\theta=\pi$.

In the example $D=(4.5/2.5)\,2^{-N}$ eV. For $N=10$ this is $1.8/1024=0.00176$ eV. Diagonalization gives:

| $N$ | $\Delta B$, $\theta=0$ (meV) | $\Delta B$, $\theta=\pi$ (meV) |
|---|---|---|
| 6 | 25.98 | −31.00 |
| 10 | 1.740 | −1.776 |
| 20 | 0.001717 | −0.001717 |

The two shifts are not quite opposite. The next order explains this. From (10), $2t\cosh\kappa a=|x|$, so a deeper level has a larger decay constant: $\Delta(\kappa a)=\Delta B/|U|$. This multiplies $\Lambda$ by about $1-N\Delta B/|U|$. Squaring (17) also gives $x^2-4t^2=U^2(1+4s\Lambda+8\Lambda^2+\dots)$. Writing $\Delta B=sD+\delta$ and collecting second-order terms,

$$2R\,\delta+D^2=-4U^2\Lambda\,\frac{ND}{|U|}+8U^2\Lambda^2 .$$

With $\Lambda=RD/2U^2$ this becomes

$$\delta=-D^2\left(\frac{N}{|U|}-\frac{R}{U^2}+\frac1{2R}\right), \tag{19}$$

the same for both phases. For $N=6$, $D=28.1$ meV and the bracket is $4-1.11+0.20=3.09$ eV$^{-1}$, so $\delta=-2.4$ meV. The mean of the two shifts in the table is $-2.5$ meV. On the chain, and once $\Lambda$ is small, averaging the two phases removes the leading error and leaves this smaller one.

For the same error relative to the depth $B$, a weak defect needs a larger cell. Once $\Lambda$ is small, the leading shift (18) falls by a factor $e$ for every $1/\kappa a\approx2t/|U|$ added sites, which is about ten for $U=-0.2$ eV and $t=1$ eV.

## Where the result stops

Equation (1) rests on one dimension, one orbital per site, nearest-neighbour hopping and a change confined to one site energy. On a simple cubic lattice $|G(0)|$ stays finite at the band edge, about $0.253/t$, and a bound level needs $|U|$ above about $3.96\,t$. In a three-dimensional supercell the repeated defects also form several shells of images, and two phases do not cancel them all. If the defect also alters the neighbouring bonds, the source in (7) is no longer confined to site 0 and (8) must be replaced. A charged dopant has a long-range Coulomb potential, and a relaxed defect strains its surroundings. Neither is present here, so the exponential convergence in (18) must not be carried over to the total energy of a charged or relaxed supercell. With more than one electron, $U$ could serve as a mean-field site shift, but it would then depend on the electron density on the defect site, to which filled band states also contribute, and would have to be found self-consistently.

## Calculated quantities

```
host site energy e0 = 3.00 eV
hopping t = 1.00 eV
site shift U = -1.50 eV
lattice spacing a = 0.30 nm
band bottom = 1.0000 eV
band top = 5.0000 eV
level relative to band centre, formula = -2.500000 eV
bound level, formula = 0.500000 eV
bound level, 801-site diagonalization = 0.500000 eV
bound level, formula = 8.0109e-20 J
depth below band bottom = 0.500000 eV
depth below band bottom = 8.0109e-20 J
neighbour amplitude ratio lambda = 0.500000 (no unit)
kappa*a = 0.693147 (no unit)
amplitude decay length 1/kappa = 0.4328 nm
weight on site 0, diagonalization = 0.600000 (no unit)
weight on site 1, diagonalization = 0.150000 (no unit)
weight on site 2, diagonalization = 0.037500 (no unit)
slope dE/dU, finite difference = 0.600000 (no unit)
level for U = +1.50 eV, diagonalization = 5.500000 eV
weak site shift = -0.20 eV
weak-case depth, diagonalization = 0.00997512 eV
weak-case depth, continuum delta well = 0.01000000 eV
weak-case relative correction, formula = -0.002500 (no unit)
effective mass / electron mass = 0.4233 (no unit)
N=6: depth change, phase 0 = 2.5982e-02 eV
N=6: depth change, phase pi = -3.0998e-02 eV
N=6: leading-order magnitude = 2.8125e-02 eV
N=6: defect-band width = 5.6981e-02 eV
N=10: depth change, phase 0 = 1.7403e-03 eV
N=10: depth change, phase pi = -1.7759e-03 eV
N=10: leading-order magnitude = 1.7578e-03 eV
N=10: defect-band width = 3.5162e-03 eV
N=20: depth change, phase 0 = 1.7166e-06 eV
N=20: depth change, phase pi = -1.7167e-06 eV
N=20: leading-order magnitude = 1.7166e-06 eV
N=20: defect-band width = 3.4332e-06 eV
```
